# Why an Asymmetric Elastic Barrier Transmits Equally from Either Side: verification in Python

```python
"""Equal transmission through an asymmetric barrier, from either side.

Result under test: at one energy E and one parallel wavevector,
    v_L t' = v_R t, hence T(left to right) = T(right to left),
because W = (f g' - g f')/m is independent of z. Here f and g are the
scattering states incident from the left (metal) and right (germanium),
t and t' their transmitted amplitudes, r and r' their reflected ones,
v_L and v_R the normal speeds in the leads, and m(z) the normal mass.

Internal units: eV, nm, free-electron mass. C = hbar^2/(2 m0) in eV nm^2.
The second component of each solution is psi'/m, continuous everywhere.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded

C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
speed_unit = sc.hbar / sc.m_e * 1e9       # m/s for k/m = 1 per nm

# Rough germanium values and a round free-electron metal
barrier = 0.55                            # eV above the Fermi level
donors = 5e25                             # m^-3
eps_r = 16.0
m_long, m_trans = 1.6, 0.08
lattice = 0.566                           # nm
metal_depth = 9.0                         # eV below the Fermi level
q0 = 0.2                                  # nm^-1, perpendicular to K0
gap_L = 2.0                               # eV, rough direct gap at L
eps = eps_r * sc.epsilon_0

# The valley axis makes an angle with z whose squared cosine is 1/3
m_z = 1 / ((1 / 3) / m_long + (2 / 3) / m_trans)
K0 = np.sqrt(2) * np.pi / lattice
m_dos = (m_long * m_trans**2)**(1 / 3)
fermi = C / m_dos * (3 * np.pi**2 * donors * 1e-27 / 4)**(2 / 3)
curvature = sc.e * donors / eps * 1e-18   # eV/nm^2


def depletion(forward_bias=0.0):
    """Band edge relative to the metal Fermi level, and its width."""
    bending = barrier + fermi - forward_bias
    width = np.sqrt(2 * bending / curvature)
    bottom = -fermi + forward_bias
    return (lambda z: bottom + bending * (1 - z / width)**2), width


def parabolic(excess):
    return m_z


def nonparabolic(excess):
    return m_z * (1 - max(excess, 0.0) / gap_L)


def scatter(energy, q, edge, width, mass=parabolic):
    """Integrate separately the states incident from each side."""
    def excess(z):
        return edge(z) + C * q**2 / m_trans - energy

    def rhs(z, y):
        x = excess(z)
        return np.array([mass(x.real) * y[1], x * y[0] / C])

    vl = np.sqrt(complex((energy + metal_depth) / C - K0**2 - q**2))
    x_end = float(np.real(excess(width)))
    m_end = mass(x_end)
    vr = np.sqrt(complex(-m_end * x_end / C)) / m_end
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-12,
                dense_output=True, max_step=width / 40)
    left = solve_ivp(rhs, (width, 0),
                     np.array([1, 1j * vr], complex), **opts)
    right = solve_ivp(rhs, (0, width),
                      np.array([1, -1j * vl], complex), **opts)
    assert left.success and right.success
    p, s = left.y[:, -1]
    inc_l, ref_l = (p + s / (1j * vl)) / 2, (p - s / (1j * vl)) / 2
    p, s = right.y[:, -1]
    inc_r, ref_r = (p - s / (1j * vr)) / 2, (p + s / (1j * vr)) / 2
    t, tp = 1 / inc_l, 1 / inc_r
    return SimpleNamespace(
        vl=vl, vr=vr, t=t, tp=tp, r=ref_l / inc_l, rp=ref_r / inc_r,
        T=(vr / vl).real * abs(t)**2, Tp=(vl / vr).real * abs(tp)**2,
        f=lambda z: left.sol(z) / inc_l, g=lambda z: right.sol(z) / inc_r)


def wronskian(f, g):
    return f[0] * g[1] - g[0] * f[1]


def check_equal(s):
    assert s.T > 0 and abs(s.T / s.Tp - 1) < 1e-6


edge, width = depletion()
base = scatter(0.0, q0, edge, width)
check_equal(base)
assert abs(base.vl * base.tp / (base.vr * base.t) - 1) < 1e-6

# Independent finite-volume boundary-value solution for both incidences
n = 4000
z_grid = np.linspace(0, width, n + 1)
h = width / n
x_grid = edge(z_grid) + C * q0**2 / m_trans
bands = np.zeros((3, n + 1), complex)
bands[0, 1:] = bands[2, :-1] = 1 / (m_z * h)
bands[1] = -2 / (m_z * h) - h * x_grid / C
bands[1, 0] = -1 / (m_z * h) - h * x_grid[0] / (2 * C) + 1j * base.vl
bands[1, -1] = -1 / (m_z * h) - h * x_grid[-1] / (2 * C) + 1j * base.vr
sources = np.zeros((n + 1, 2), complex)
sources[0, 0], sources[-1, 1] = 2j * base.vl, 2j * base.vr
waves = solve_banded((1, 1), bands, sources)
T_grid = (base.vr / base.vl).real * abs(waves[-1, 0])**2
Tp_grid = (base.vl / base.vr).real * abs(waves[0, 1])**2
# Second-order discretization error is far below this tolerance
assert abs(T_grid / base.T - 1) < 1e-4
assert abs(Tp_grid / base.Tp - 1) < 1e-4

# Conservation inside the barrier and the reflection relations
z_three = np.array([0, width / 2, width])
f_three, g_three = base.f(z_three), base.g(z_three)
w_three = wronskian(f_three, g_three)
w_all = wronskian(base.f(z_grid), base.g(z_grid))
assert np.max(abs(w_all / (-2j * base.vl * base.tp) - 1)) < 1e-5
R, Rp = abs(base.r)**2, abs(base.rp)**2
assert abs(R + base.T - 1) < 1e-7 and abs(Rp + base.Tp - 1) < 1e-7
assert abs(base.rp + np.conj(base.r) * base.t / np.conj(base.t)) < 1e-6

# At unequal energy and q the Wronskian changes by the predicted integral
other = scatter(0.05, 0.1, edge, width)
check_equal(other)
f_z, g_z = base.f(z_grid), other.g(z_grid)
w_mixed = wronskian(f_z, g_z)
factor = -0.05 / C + (0.1**2 - q0**2) / m_trans
predicted = factor * simpson(f_z[0] * g_z[0], x=z_grid)
change = w_mixed[-1] - w_mixed[0]
assert abs(change) > 1e-3
assert abs(change / predicted - 1) < 1e-4
higher = scatter(0.05, q0, edge, width)
check_equal(higher)
assert abs(higher.Tp / base.T - 1) > 0.05

# Local absorption: equal transmission, unequal reflection
lossy = scatter(0.0, q0, lambda z: edge(z)
                - 0.02j * np.exp(-((z - 3.0) / 0.5)**2), width)
check_equal(lossy)
R_loss, Rp_loss = abs(lossy.r)**2, abs(lossy.rp)**2
lost, lost_p = 1 - R_loss - lossy.T, 1 - Rp_loss - lossy.Tp
assert lost > 0 and lost_p > 0 and abs(R_loss - Rp_loss) > 0.02

# Closed germanium channel: total reflection from the metal
closed = scatter(-0.1, q0, edge, width)
assert abs(closed.vr.real) < 1e-12 and abs(abs(closed.r) - 1) < 1e-7

# Different biases are different barriers
forward = scatter(0.0, q0, *depletion(0.05))
reverse = scatter(0.0, q0, *depletion(-0.05))
check_equal(forward)
check_equal(reverse)
assert abs(forward.T / reverse.T - 1) > 0.05

# Only the beams at +K0 and -K0 are open in the metal
next_beam = C * (K0**2 + (2 * K0 - q0)**2)
assert next_beam > metal_depth

# Neglected effects, each recomputed from both sides
image_strength = sc.e / (16 * np.pi * eps) * 1e9
image = scatter(0.0, q0, lambda z: edge(z) - image_strength
                * (1 / (z + 0.1) - 1 / (width + 0.1)), width)
bands_two = scatter(0.0, q0, edge, width, nonparabolic)


def tail_slope(z, u):
    """First integral of Poisson's equation with degenerate electrons."""
    filled = np.maximum(1 - u / fermi, 0)**2.5
    return -np.sqrt(np.maximum(
        2 * curvature * (u - 0.4 * fermi * (1 - filled)), 0))


z_tail = np.linspace(0, 15, 601)
tail = solve_ivp(tail_slope, (0, 15), [barrier + fermi], t_eval=z_tail,
                 rtol=1e-9, atol=1e-12, max_step=0.1)
assert tail.success and abs(tail.y[0, -1]) < 1e-3
tail_spline = CubicSpline(z_tail, tail.y[0])
screened = scatter(0.0, q0, lambda z: float(tail_spline(z)) - fermi, 15.0)
mix_plus = scatter(0.0, q0, lambda z: edge(z)
                   + 0.5 * np.exp(-(z / 0.2)**2), width)
mix_minus = scatter(0.0, q0, lambda z: edge(z)
                    - 0.5 * np.exp(-(z / 0.2)**2), width)
for variant in (image, bands_two, screened, mix_plus, mix_minus):
    check_equal(variant)
up, down = (scatter(e, q0, edge, width) for e in (0.01, -0.01))
energy_scale = 0.02 / np.log(up.T / down.T)
thermal = sc.k * 300 / sc.e


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("barrier above Fermi level", barrier, "eV")
show("donor density", donors * 1e-6, "cm^-3")
show("relative permittivity", eps_r)
show("longitudinal, mass", m_long, "m0")
show("transverse mass", m_trans, "m0")
show("tunnelling mass", m_z, "m0")
show("metal band depth", metal_depth, "eV")
show("valley projection K0", K0, "nm^-1")
show("added parallel wavevector q", q0, "nm^-1")
show("Fermi level above Ge band bottom", fermi, "eV")
show("depletion width", width, "nm")
show("peak field", 20 * (barrier + fermi) / width, "MV/cm")
show("edge at quarter width", edge(width / 4), "eV")
show("edge at three-quarter width", edge(3 * width / 4), "eV")
show("normal speed in metal", base.vl.real * speed_unit, "m/s")
show("normal speed in Ge", base.vr.real * speed_unit, "m/s")
show("|t|^2 from metal", abs(base.t)**2)
show("|t'|^2 from Ge", abs(base.tp)**2)
show("T metal to Ge", base.T, digits=8)
show("T Ge to metal", base.Tp, digits=8)
show("relative difference of the two T", abs(base.T / base.Tp - 1), digits=2)
show("finite-difference T metal to Ge", T_grid, digits=7)
show("finite-difference T Ge to metal", Tp_grid, digits=7)
show("R from metal", R, digits=7)
show("R from Ge", Rp, digits=7)
show("reflection phase from metal", np.angle(base.r), "rad")
show("reflection phase from Ge", np.angle(base.rp), "rad")
for name, i in (("z=0", 0), ("z=d/2", 1), ("z=d", 2)):
    print(f"{name}: |f|={abs(f_three[0, i]):.5f}, "
          f"|g|={abs(g_three[0, i]):.5f}, "
          f"|W|={abs(w_three[i]):.7f} per (nm m0)")
show("|W change|, E +0.05 eV and q 0.1/nm for g", abs(change), "per (nm m0)")
show("T Ge to metal at E=0.05 eV", higher.Tp)
print(f"absorber: T={lossy.T:.7f}, T'={lossy.Tp:.7f}")
print(f"absorber: R={R_loss:.5f}, R'={Rp_loss:.5f}")
print(f"absorbed: from metal {lost:.5f}, from Ge {lost_p:.5f}")
show("closed Ge lead at E=-0.1 eV, R from metal", abs(closed.r)**2)
show("T at 0.05 V forward bias, both ways", forward.T)
show("T at 0.05 V reverse bias, both ways", reverse.T)
show("next metal beam, parallel energy", next_beam, "eV")
show("T with image force (0.1 nm cutoff)", image.T)
show("T with nonparabolic mass (2 eV gap)", bands_two.T)
show("T with Thomas-Fermi electron tail", screened.T)
show("T with +0.5 eV, 0.2 nm interface term", mix_plus.T)
show("T with -0.5 eV, 0.2 nm interface term", mix_minus.T)
show("energy scale of T, dE/d(ln T)", energy_scale, "eV")
show("thermal energy at 300 K", thermal, "eV")
show("mean donor spacing", donors**(-1 / 3) * 1e9, "nm")
print("no test failed")
```

It prints:

```
barrier above Fermi level: 0.55 eV
donor density: 5e+19 cm^-3
relative permittivity: 16
longitudinal, mass: 1.6 m0
transverse mass: 0.08 m0
tunnelling mass: 0.11707 m0
metal band depth: 9 eV
valley projection K0: 7.8496 nm^-1
added parallel wavevector q: 0.2 nm^-1
Fermi level above Ge band bottom: 0.090443 eV
depletion width: 4.7594 nm
peak field: 2.6913 MV/cm
edge at quarter width: 0.26981 eV
edge at three-quarter width: -0.050416 eV
normal speed in metal: 1.5296e+06 m/s
normal speed in Ge: 4.6316e+05 m/s
|t|^2 from metal: 0.056917
|t'|^2 from Ge: 0.0052187
T metal to Ge: 0.017234708
T Ge to metal: 0.017234708
relative difference of the two T: 3.8e-14
finite-difference T metal to Ge: 0.01723471
finite-difference T Ge to metal: 0.01723471
R from metal: 0.9827653
R from Ge: 0.9827653
reflection phase from metal: -1.2983 rad
reflection phase from Ge: -0.47622 rad
z=0: |f|=1.58633, |g|=0.07224, |W|=1.9089340 per (nm m0)
z=d/2: |f|=0.28872, |g|=0.71084, |W|=1.9089340 per (nm m0)
z=d: |f|=0.23857, |g|=1.93516, |W|=1.9089340 per (nm m0)
|W change|, E +0.05 eV and q 0.1/nm for g: 2.4189 per (nm m0)
T Ge to metal at E=0.05 eV: 0.034849
absorber: T=0.0160447, T'=0.0160447
absorber: R=0.98176, R'=0.85448
absorbed: from metal 0.00219, from Ge 0.12948
closed Ge lead at E=-0.1 eV, R from metal: 1
T at 0.05 V forward bias, both ways: 0.009966
T at 0.05 V reverse bias, both ways: 0.02225
next metal beam, parallel energy: 11.5 eV
T with image force (0.1 nm cutoff): 0.020743
T with nonparabolic mass (2 eV gap): 0.02531
T with Thomas-Fermi electron tail: 0.010653
T with +0.5 eV, 0.2 nm interface term: 0.014349
T with -0.5 eV, 0.2 nm interface term: 0.020644
energy scale of T, dE/d(ln T): 0.062874 eV
thermal energy at 300 K: 0.025852 eV
mean donor spacing: 2.7144 nm
no test failed
```
